\section*{Capillary Instability of an Isotropic Solid Cylinder under Surface Diffusion}

\section{Result}

A long, free-standing solid cylinder of radius $R$ has an isotropic surface energy $\gamma$ and changes shape by diffusion of atoms along its surface. A small perturbation of its radius,
\begin{equation}
 r(\theta,z,t)=R+\varepsilon(t)\cos(n\theta)\cos(kz),\qquad q=kR,
\end{equation}
with $n=0,1,2,\dots$, varies as $\varepsilon\propto e^{\sigma t}$, where
\begin{equation}
 \sigma=\frac{B}{R^4}\,(n^2+q^2)(1-n^2-q^2),\qquad
 B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
 \label{main}
\end{equation}
Here $\Omega$ is the atomic volume, $\nu$ the number of mobile atoms per area, $D_s$ their diffusivity and $T$ the temperature. Growth requires $n=0$ and $0<q<1$, so the wavelength $\lambda=2\pi/k$ must exceed $2\pi R$. The fastest growth occurs at
\begin{equation}
 \lambda_m=2\sqrt2\,\pi R\approx 8.89R,\qquad \sigma_m=\frac{B}{4R^4}.
\end{equation}

This is a linear result: $\varepsilon/R$, $n\varepsilon/R$ and $\varepsilon k$ are small. In addition, $(\varepsilon/R)^2$ must be small compared with $|1-n^2-q^2|$: where this factor nearly vanishes, the neglected nonlinear terms can outweigh the linear ones. The temperature and $D_s$ are uniform, and evaporation, bulk diffusion, elastic stress and facets are left out. Lengths are given in nanometres and times in seconds, because atomic units are unnatural for this problem.

\section{The law of motion}

Let $\kappa$ be the sum of the two principal curvatures, positive for a convex solid, so that $\kappa=1/R$ on the cylinder. Displace a small patch $dA$, with principal radii $R_1,R_2$, outward by $\delta n$. Its sides stretch by the factors $1+\delta n/R_1$ and $1+\delta n/R_2$, so to first order
\begin{equation}
 \delta(dA)=\left(\frac1{R_1}+\frac1{R_2}\right)\delta n\,dA=\kappa\,\delta n\,dA .
\end{equation}
A gradient of $\delta n$ tilts the patch, but on the smooth starting surface this changes the area at second order. Adding one atom near a point means $\int\delta n\,dA=\Omega$. The surface energy then rises by $\gamma\kappa\Omega$, and the chemical potential is
\begin{equation}
 \mu=\mu_0+\gamma\Omega\kappa .
\end{equation}

By the Einstein relation, mobile atoms drift with velocity $-(D_s/k_BT)\nabla_s\mu$, where $\nabla_s$ is the gradient along the surface. Their flux, in atoms per length per time, is
\begin{equation}
 \mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu
 =-\frac{D_s\nu\gamma\Omega}{k_BT}\nabla_s\kappa .
\end{equation}
For dilute adatoms, curvature changes their density by a relative amount of about $\gamma\Omega/(Rk_BT)$. If this ratio is small, $\nu$ can be given its flat-surface value and taken as constant. Atoms that accumulate move the surface outward with normal velocity $v_n=-\Omega\nabla_s\cdot\mathbf J$. Hence
\begin{equation}
 v_n=B\,\nabla_s^2\kappa .
 \label{law}
\end{equation}
Atoms drift from high $\kappa$ towards low $\kappa$, and the surface rises where more atoms arrive than leave.

\section{Simplest case: a flat surface}

For a nearly flat surface of height $h(x,t)$, a crest is convex and has $h_{xx}<0$. Therefore $\kappa=-h_{xx}$ to first order, and (\ref{law}) becomes
\begin{equation}
 h_t=-B\,h_{xxxx}.
\end{equation}
For $h\propto e^{\sigma t}\cos kx$, four derivatives give $k^4$, so $\sigma=-Bk^4$. Every ripple decays. An instability of the cylinder must therefore come from its second curvature.

\section{Axisymmetric waves on the cylinder}

\subsection{Which curvature wins}

Take $r=R+\varepsilon\cos kz$ with $\varepsilon>0$. At a neck or a bulge the slope vanishes, and the sum of curvatures is the circumferential part $1/r$ plus the axial part $-r_{zz}$. At the neck $r=R-\varepsilon$ and $r_{zz}=+\varepsilon k^2$; at the bulge $r=R+\varepsilon$ and $r_{zz}=-\varepsilon k^2$. Thus
\begin{equation}
 \kappa_{\rm neck}=\frac1{R-\varepsilon}-\varepsilon k^2,\qquad
 \kappa_{\rm bulge}=\frac1{R+\varepsilon}+\varepsilon k^2,
 \label{neck}
\end{equation}
and, to first order in $\varepsilon$,
\begin{equation}
 \kappa_{\rm neck}-\kappa_{\rm bulge}
 =\frac{2\varepsilon}{R^2}(1-q^2).
\end{equation}
The narrow circumference raises $\kappa$ at the neck, while the concave axial profile lowers it. For $\varepsilon=0.05R$ and $\lambda=8.886R$, (\ref{neck}) gives $1.028/R$ at the neck and $0.977/R$ at the bulge: atoms leave the neck, which thins further. At $\lambda=5R$ the values are $0.974/R$ and $1.031/R$, and the neck fills in.

\subsection{Growth rate}

Write $r=R+h(z,t)$. To first order the circumferential curvature is $1/(R+h)=1/R-h/R^2$, and the axial one is $-h_{zz}$. The constant $1/R$ drives no flux. Since slopes are small, $v_n=h_t$ to first order, and
\begin{equation}
 h_t=-B\,\partial_z^2\left(\frac h{R^2}+h_{zz}\right).
\end{equation}
For $h=\varepsilon\cos kz$, the bracket equals $(1/R^2-k^2)h$, and the outer $\partial_z^2$ supplies $-k^2$. The two minus signs cancel:
\begin{equation}
 \sigma=Bk^2\left(\frac1{R^2}-k^2\right)=\frac{B}{R^4}q^2(1-q^2).
 \label{axis}
\end{equation}
At fixed $k$ and $R\to\infty$, this returns the flat-surface rate $-Bk^4$.

\subsection{The fastest wavelength}

Put $s=q^2$ and $f(s)=s(1-s)$. Then $f'=1-2s$ vanishes at $s=1/2$, and $f''=-2$ makes this a maximum, with $f=1/4$. Therefore
\begin{equation}
 q_m=\frac1{\sqrt2},\qquad
 \lambda_m=\frac{2\pi R}{q_m}=2\sqrt2\,\pi R,\qquad
 \sigma_m=\frac B{4R^4}.
\end{equation}
The factor $1-q^2$ is the capillary driving force, which weakens towards short waves. The factor $q^2$ comes from transport: a long wave has a weak gradient of $\mu$, and the resulting flux converges slowly.

The maximum is broad. Rates above $90\%$ of $\sigma_m$ satisfy $4s(1-s)>0.9$. The roots of $s^2-s+0.225=0$ are
\begin{equation}
 s=\frac{1\pm\sqrt{0.1}}2=0.658,\ 0.342,
\end{equation}
so the band runs from about $7.7R$ to $10.7R$. While the fastest mode grows by a factor of 70, a mode at the edge of this band grows by $70^{0.9}\approx46$. Starting from random roughness, one should expect a spread of spacings around $\lambda_m$.

\section{Perturbations around the circumference}

\subsection{Curvature of a general shape}

Now let $h$ depend on $\theta$ as well. If one moves a distance $ds$ along a principal direction, the unit normal $\hat{\mathbf n}$ turns by $ds/R_i$ in that direction. The surface divergence of $\hat{\mathbf n}$ is therefore $\kappa$. When $\hat{\mathbf n}$ is extended off the surface as a unit field, its derivative along itself has no normal component, so the full divergence has the same value.

The surface is the zero level of $F=r-R-h(\theta,z)$, with gradient
\begin{equation}
 \nabla F=\hat{\mathbf e}_r-\frac{h_\theta}{r}\hat{\mathbf e}_\theta-h_z\hat{\mathbf e}_z,
 \qquad |\nabla F|=1+O(h^2).
\end{equation}
To first order this gradient is the unit normal. Its divergence in cylindrical coordinates is
\begin{equation}
 \nabla\cdot\hat{\mathbf n}
 =\frac1r\partial_r(r)-\frac{h_{\theta\theta}}{r^2}-h_{zz}
 =\frac1r-\frac{h_{\theta\theta}}{r^2}-h_{zz}.
\end{equation}
Setting $r=R+h$ and keeping first order,
\begin{equation}
 \kappa=\frac1R-\frac h{R^2}-\frac{h_{\theta\theta}}{R^2}-h_{zz}.
\end{equation}
For $h=\varepsilon\cos n\theta\cos kz$ the derivatives give $h_{\theta\theta}=-n^2h$ and $h_{zz}=-k^2h$, so
\begin{equation}
 \delta\kappa=\frac{n^2+q^2-1}{R^2}\,h .
\end{equation}

The Laplacian in (\ref{law}) belongs to the perturbed surface. It annihilates the constant $1/R$, and its own change multiplies $\delta\kappa$, which is a second-order product. The Laplacian of the unperturbed cylinder, $\partial_\theta^2/R^2+\partial_z^2$, therefore suffices. On this mode it gives $-(n^2+q^2)/R^2$, and
\begin{equation}
 h_t=B\left(-\frac{n^2+q^2}{R^2}\right)\frac{n^2+q^2-1}{R^2}\,h,
\end{equation}
which is (\ref{main}).

\subsection{Reading the modes}

For $n\ge2$, $n^2+q^2\ge4$ and the mode decays. An elliptical cross-section ($n=2$, $q=0$) has $\sigma=4(1-4)B/R^4=-12B/R^4$. It becomes round at 48 times the rate at which the fastest neck grows.

For $n=1$, the rate is $-(B/R^4)(1+q^2)q^2$. It vanishes at $q=0$, as it must, because $R+\varepsilon\cos\theta$ is to first order a circle shifted sideways by $\varepsilon$, and a rigid shift costs no energy. At small $q$ the rate tends to $-(B/R^2)k^2$, so the displacement of the axis of a gently bent wire obeys a diffusion equation with coefficient $B/R^2$. This straightening is slow: for $q<0.455$ its rate is below $\sigma_m$, and at $q=0.1$ its e-folding time is $99R^4/B$ against $4R^4/B$ for the fastest neck. A gently bent wire with some roughness will therefore neck before it has straightened much.

For $n=0$, the rate is (\ref{axis}). The case $q=0$ is a uniform change of radius, which would change the volume and cannot be produced by surface diffusion. This leaves $n=0$, $0<q<1$ as the unstable set.

The flat limit also survives the generalization. Let $k_\theta=n/R$ stay fixed while $R\to\infty$, and put $K^2=k_\theta^2+k^2$. Then
\begin{equation}
 \sigma=BK^2\left(\frac1{R^2}-K^2\right)\to-BK^4,
\end{equation}
the rate for a plane ripple of wavenumber $K$ in any direction.

\section{The threshold from energy alone}

The threshold can be found without a transport law. Let $r=R_0+\varepsilon\cos kz$ enclose the same volume per length as the original cylinder. Averaging $\pi r^2$ over a wavelength gives
\begin{equation}
 R_0^2+\frac{\varepsilon^2}2=R^2,\qquad
 R_0\simeq R-\frac{\varepsilon^2}{4R}.
\end{equation}
The area per length is the average of $2\pi r\sqrt{1+r_z^2}$. To second order, with $\langle r_z^2\rangle=\varepsilon^2k^2/2$,
\begin{equation}
 \frac AL=2\pi R_0+\pi R\langle r_z^2\rangle
 =2\pi R-\frac{\pi\varepsilon^2}{2R}+\frac{\pi R\varepsilon^2k^2}{2},
\end{equation}
and hence
\begin{equation}
 \frac{\Delta A}{L}=\frac{\pi\varepsilon^2}{2R}(q^2-1).
 \label{energy}
\end{equation}
The reduced mean radius saves area and the undulation costs area; the two balance at $q=1$. For $\varepsilon=0.01R$, (\ref{energy}) gives $-8.01\times10^{-5}R$ at $q=0.7$ and $+1.08\times10^{-4}R$ at $q=1.3$.

The fastest wavelength, by contrast, depends on the transport law. Suppose that atoms were exchanged with a surrounding reservoir at a rate limited by attachment, with total volume conserved: $v_n=M(\bar\kappa-\kappa)$, where $M$ is a constant and $\bar\kappa$ the surface average of $\kappa$. For $q\neq0$, $\bar\kappa=1/R$ to first order, and $\sigma=(M/R^2)(1-q^2)$. The threshold is unchanged, but the rate now increases steadily towards long waves and no finite wavelength is preferred. The value $2\sqrt2\,\pi R$ thus belongs to surface diffusion.

\section{Beyond small amplitude}

\subsection{An energy barrier}

Let a length $\ell$ of cylinder become one sphere of radius $a$. Equal volumes require
\begin{equation}
 \frac{4\pi}3a^3=\pi R^2\ell,\qquad
 a=\left(\frac{3R^2\ell}4\right)^{1/3}.
\end{equation}
Substituting $\ell=4a^3/(3R^2)$ into the ratio of areas gives
\begin{equation}
 \frac{4\pi a^2}{2\pi R\ell}=\frac{2a^2}{R\ell}=\frac{3R}{2a}.
\end{equation}
Spheres have less area when $a>3R/2$, that is, when $\ell>9R/2$. For periods between $4.5R$ and $6.28R$ the spheres are lower in energy, yet small waves of that period decay. The cylinder is then metastable against this periodic break-up, and a finite disturbance is needed.

One sphere per $\lambda_m$ would have $a=1.88R$ and $3R/(2a)=0.80$ of the original area. This is an estimate: it ignores small satellite particles and later coarsening.

\subsection{How long the linear law serves}

For axisymmetric shapes of any amplitude, as long as $r(z,t)$ is single-valued, conservation can be written for the volume $\pi r^2dz$ of a slice. Matter crosses its rim, of length $2\pi r$, driven by the derivative of $\kappa$ along the arc length $\sqrt{1+r_z^2}\,dz$. Therefore
\begin{align}
 r\,r_t&=B\,\partial_z\left(\frac{r\,\kappa_z}{\sqrt{1+r_z^2}}\right),\\
 \kappa&=\frac1{r\sqrt{1+r_z^2}}-\frac{r_{zz}}{(1+r_z^2)^{3/2}} .
\end{align}
The first term of $\kappa$ is the circumferential curvature, reduced by the tilt of the normal; the second is the curvature of the profile.

I integrated these equations by finite differences, with 96 points over one period and an implicit method for stiff equations. At $\lambda=\lambda_m$, starting from $\varepsilon=0.01R$, the mean growth rate over the first $4R^4/B$ was $0.2503B/R^4$, against the linear value $0.25$. The neck reached radius $0.3R$ at $13.6R^4/B$. Extending the linear law to that point gives
\begin{equation}
 t=\frac{1}{\sigma_m}\ln\frac{0.7R}{0.01R}=4\ln70\,\frac{R^4}B=17.0\,\frac{R^4}B .
\end{equation}
The nonlinear time is $20\%$ shorter than this estimate.

At $\lambda=5R$ the same integration, started at the sizeable amplitude $0.2R$ with the mean radius reduced to $\sqrt{R^2-\varepsilon^2/2}$ so as to keep the volume, left about $0.0055R$ after $4R^4/B$ (96 points give $0.00556R$, the grid-converged value is $0.00554R$). The linear rate, with $q^2=1.579$, is $-0.915B/R^4$ and predicts $0.2e^{-3.66}R=0.0052R$. This wave decays even from an amplitude that is not small.

\section{A wire of 50 nm radius}

Take round model parameters: $R=50$ nm, $\gamma=1.5$ J/m$^2$, $\Omega=0.015$ nm$^3$, $\nu=16$ nm$^{-2}$, $D_s=10^{-11}$ m$^2$/s and $T=1000$ K, for which $k_BT=1.381\times10^{-20}$ J. With this $\nu$ nearly all surface atoms are counted as mobile, so $D_s$ is an average over them; $B$ depends on the product $D_s\nu$. The ratio $\gamma\Omega/(Rk_BT)=0.033$ is small. The criterion was derived for dilute adatoms and is only a guide here. At a neck of radius $0.3R$ the curvature is about $2.1/R$ and the ratio doubles to $0.067$; letting $\nu$ vary as $\exp(\gamma\Omega\kappa/k_BT)$ would shorten the nonlinear time below from 22 s to 21 s. In SI units,
\begin{equation}
 B=\frac{10^{-11}(1.5)(1.5\times10^{-29})^2(1.6\times10^{19})}{1.381\times10^{-20}}
 =3.91\times10^{-30}\ {\rm m^4/s}.
\end{equation}
Since $R^4=6.25\times10^{-30}$ m$^4$, the unit of time is $R^4/B=1.60$ s. The results are:
\begin{itemize}
\item threshold wavelength $2\pi R=314$ nm;
\item fastest wavelength $\lambda_m=444$ nm ($0.444\ \mu$m), with the $90\%$ band from 387 to 537 nm;
\item e-folding time $4R^4/B=6.4$ s;
\item time for a $0.5$ nm perturbation to narrow the neck to 15 nm: 27 s by the linear law, 22 s by the nonlinear integration;
\item radius of one sphere per $\lambda_m$: 94 nm.
\end{itemize}
The starting amplitude of $0.5$ nm is only about two atomic spacings, so the times to narrow the neck are rough. At fixed material parameters, temperature and $\varepsilon/R$, these times scale as $R^4$. A wire ten times thicker would take ten thousand times longer, so its e-folding time would be about 18 hours.

\section{Real wires}

The parameters above are model values, not data for a particular metal. The diffusivity in particular can change strongly with temperature, crystal face and contamination. As long as it is uniform over the wire, the times vary inversely with it and $\lambda_m$ does not depend on it. Crystalline wires also break the assumption of isotropy. A simple model shows how anisotropy enters. Let $\gamma(\phi)$ depend only on the tilt $\phi$ of the normal towards the axis, smoothly and with $\gamma'(0)=0$. Since $\phi\simeq r_z$ up to sign,
\begin{equation}
 \gamma(\phi)\sqrt{1+r_z^2}\simeq\gamma+\tfrac12\tilde\gamma\,r_z^2,
 \qquad \tilde\gamma=\gamma(0)+\gamma''(0),
\end{equation}
with $\gamma=\gamma(0)$ on the right. Assume $\tilde\gamma>0$; otherwise waves of every length would lower the energy. The energy form of (\ref{energy}) becomes $(\pi\varepsilon^2/2R)(\tilde\gamma q^2-\gamma)$, and the driving force changes from $\gamma(1-q^2)$ to $\gamma-\tilde\gamma q^2$. With isotropic $D_s$, both the threshold and $\lambda_m$ are multiplied by $\sqrt{\tilde\gamma/\gamma}$. A stiffness $\tilde\gamma=2\gamma$ would move 444 nm to 628 nm. At a facet $\gamma(\phi)$ has a cusp, $\tilde\gamma$ is undefined, and this linear theory does not apply. A substrate, finite length or grain boundaries also change the problem, so $2\sqrt2\,\pi R$ is a rough guide to the initial particle spacing, before coarsening, for long, free, nearly isotropic wires without such features.

All numerical values are calculated from the stated model.
